# Diagonalizing a Kramers-symmetric Fock matrix as a quaternion matrix, part 2

A closed-shell two-component calculation with spin–orbit coupling and no magnetic field gives a Fock matrix of order $2n$ that commutes with time reversal $K$. It is diagonalized as an $n\times n$ Hermitian quaternion matrix $Q$, in Hartree atomic units. The spatial functions $\chi_\mu$ are real, with all $\chi_\mu\alpha$ before all $\chi_\mu\beta$. A spinor $c=(c_\alpha,c_\beta)$ has the Kramers partner $Kc=(-c_\beta^*,c_\alpha^*)$. Time-even matrices have the form

$$H=\begin{pmatrix}A&B\\-B^*&A^*\end{pmatrix}.\tag{1}$$

If Hermitian, they hold $2n^2-n$ real numbers, against $4n^2$ in general.

With $\hat i^2=\hat j^2=\hat k^2=\hat i\hat j\hat k=-1$, write $Q=Q_0+Q_1\hat i+Q_2\hat j+Q_3\hat k=A+B\hat j$, where $A=Q_0+iQ_1$ and $B=Q_2+iQ_3$. Its image $\phi(Q)$ is the matrix (1). The map preserves products and adjoints, and ${\rm Tr}\,\phi(M)=2\,{\rm Re}\,{\rm tr}\,M$, where Re is the scalar part. A bar denotes quaternion conjugation. $Q$ is read from the upper blocks of $H$, so $\max|\phi(Q)-H|$ exposes time-odd terms such as a Zeeman term.

In step $k$, $x$ is column $k$ below the diagonal, $x_1=e|x_1|$ with $|e|=1$, and $e_1$ is the first unit column. The reflector is $P=1-\beta vv^\dagger$ with $v=x+e_1e\|x\|$ and

$$\beta=\frac1{\|x\|(\|x\|+|x_1|)},\qquad Px=x-v=-e_1e\|x\| .\tag{2}$$

With $p=\beta Sv$, $\kappa=\tfrac12\beta\,v^\dagger p$ and $w=p-\kappa v$, the trailing block $S$ becomes

$$PSP=S-Y-Y^\dagger,\qquad Y=vw^\dagger,\quad Y_{\mu\nu}=v_\mu\bar w_\nu .\tag{3}$$

The subdiagonal elements $t=t_{k+1,k}$ are made real by $D={\rm diag}(d_1,\dots,d_n)$:

$$d_1=1,\qquad d_{k+1}=\frac{t\,d_k}{|t|},\tag{4}$$

The reflections and $D$ combine into a unitary $U$, and $U^\dagger QU=T$ is real, symmetric and tridiagonal. For $n=2$, with diagonal $a_1,a_2$ and off-diagonal $q$,

$$\lambda_\pm=\tfrac12(a_1+a_2)\pm\sqrt{\tfrac14(a_1-a_2)^2+q_0^2+q_1^2+q_2^2+q_3^2}.\tag{6}$$

The reduction takes $N_{\rm quat}=32\left[\frac{(n-1)n(2n-1)}6-1\right]$ real multiplications; the complex count sums $8M^2$ over $M=2,\dots,2n-1$.

## The SCF cycle in quaternion form

The overlap matrix $\mathcal S$ of real functions is real and the same for both spins, so it commutes with the quaternion units. In $FC=\mathcal SC\varepsilon$ put $C=\mathcal S^{-1/2}X$ and multiply by $\mathcal S^{-1/2}$ from the left. This gives $F'X=X\varepsilon$ with $F'_c=\mathcal S^{-1/2}F_c\mathcal S^{-1/2}$ for each component $c=0,\dots,3$.

If both members of every occupied pair are filled, the spin-basis density matrix is $\rho=\sum_{\rm occ}[cc^\dagger+(Kc)(Kc)^\dagger]=\phi(\mathcal D)$ with $\mathcal D=C_{\rm occ}C_{\rm occ}^\dagger$, which is Hermitian. Its blocks are $\rho^{\alpha\alpha}=\mathcal D_0+i\mathcal D_1$, $\rho^{\beta\beta}=\mathcal D_0-i\mathcal D_1$, $\rho^{\alpha\beta}=\mathcal D_2+i\mathcal D_3$ and $\rho^{\beta\alpha}=-\mathcal D_2+i\mathcal D_3$. The charge density matrix is $\rho^{\alpha\alpha}+\rho^{\beta\beta}=2\mathcal D_0$. The magnetization along $z$ is $2i\sum\chi_\mu\chi_\nu\mathcal D_{1,\mu\nu}$, which vanishes because an antisymmetric matrix is contracted with a symmetric product, and the $x$ and $y$ components vanish in the same way through $\mathcal D_3$ and $\mathcal D_2$.

Take the plain Coulomb repulsion, with real integrals $(\mu\nu|\kappa\lambda)=\iint\chi_\mu\chi_\nu(\mathbf r)\,|\mathbf r-\mathbf r'|^{-1}\chi_\kappa\chi_\lambda(\mathbf r')$. The Coulomb matrix is spin-diagonal, $\mathcal J_{\mu\nu}=\sum_{\kappa\lambda}(\mu\nu|\kappa\lambda)\,2\mathcal D_{0,\lambda\kappa}$. The exchange operator sends $\chi_\lambda\tau$ to $\sum_o\psi_o(\mathbf r)\int\psi_o^{\tau*}(\mathbf r')\chi_\lambda(\mathbf r')/|\mathbf r-\mathbf r'|$, where $\psi_o^\tau$ is the $\tau$ component of the occupied spinor. Inserting $\psi_o^\sigma=\sum_\nu c^\sigma_{\nu o}\chi_\nu$ and projecting on $\chi_\mu\sigma$ gives $\mathcal K^{\sigma\tau}_{\mu\lambda}=\sum_{\nu\kappa}(\mu\nu|\kappa\lambda)\rho^{\sigma\tau}_{\nu\kappa}$. One real linear map acts on all four blocks, so it acts on each quaternion component separately:

$$F=h+\mathcal J[2\mathcal D_0]-\mathcal K[\mathcal D],\qquad \mathcal K_{c,\mu\lambda}=\sum_{\nu\kappa}(\mu\nu|\kappa\lambda)\,\mathcal D_{c,\nu\kappa}.\tag{7}$$

Here $h$ is the quaternion form of the time-even one-electron matrix. Exchanging $\mu$ and $\lambda$, using $(\lambda\nu|\kappa\mu)=(\mu\kappa|\nu\lambda)$ and renaming $\nu\leftrightarrow\kappa$ shows that $\mathcal K_c^T$ is built from $\mathcal D_c^T$. Thus $\mathcal K_0$ is symmetric, the other three are antisymmetric, and $F$ is a Hermitian quaternion matrix. A paired density gives a time-even Fock matrix, which gives paired orbitals, and the cycle closes. The energy is $\tfrac12{\rm Tr}\,[\phi(h+F)\rho]+V_{nn}$, and the trace rule cancels the half:

$$E={\rm Re}\,{\rm tr}\,[(h+F)\mathcal D]+V_{nn}.\tag{8}$$

Without spin–orbit coupling and with the total density matrix $2\mathcal D_0$, (7) becomes the restricted Hartree–Fock operator with exchange factor one half. Dropping $\mathcal K_1,\mathcal K_2,\mathcal K_3$ on the ground that the magnetization vanishes is an error, since the antisymmetric components cancel in the local density but not in the nonlocal exchange. Convergence aids must mix matrices with real coefficients, because multiplication by a complex number destroys form (1).

The closure fails for a half-filled pair, whose density $cc^\dagger$ is not time-even. It also has to be read as a constraint: the paired solution is self-consistent, but a lower solution with broken symmetry may exist, and this scheme cannot reach it.

## A reflection by hand

Choose, in Hartree, $Q_{11}=1$, $Q_{22}=2$, $Q_{33}=-1$, $Q_{21}=2\hat i+\hat j+2\hat k$, $Q_{31}=2+2\hat i+2\hat j+2\hat k$ and $Q_{32}=1+\hat j-\hat k$. Quaternions are written below as $(q_0,q_1,q_2,q_3)$. One reflection is needed, with $x=(Q_{21},Q_{31})$. The squared moduli are $4+1+4=9$ and $16$, so $|x_1|=3$, $\|x\|=5$, and by (2) $\beta=1/(5\cdot8)=0.025$ Ha$^{-2}$. Then $e=x_1/3=(0,0.666667,0.333333,0.666667)$, $v_1=8e=(0,5.333333,2.666667,5.333333)$ and $v_2=(2,2,2,2)$.

For $p_1=\beta(2v_1+\bar Q_{32}v_2)$ the product is expanded term by term:

$$(1-\hat j+\hat k)(1+\hat i+\hat j+\hat k)=(1+\hat i+\hat j+\hat k)+(-\hat j+\hat k+1-\hat i)+(\hat k+\hat j-\hat i-1),$$

which sums to $(1,-1,1,3)$. So $\bar Q_{32}v_2=(2,-2,2,6)$, and adding $2v_1$ and multiplying by $0.025$ gives $p_1=(0.050000,0.216667,0.183333,0.416667)$. For $p_2=\beta(Q_{32}v_1-v_2)$,

$$(1+\hat j-\hat k)(2\hat i+\hat j+2\hat k)=(2\hat i+\hat j+2\hat k)+(-2\hat k-1+2\hat i)+(-2\hat j+\hat i+2),$$

which sums to $(1,5,-1,0)$. Multiplying by $8/3$, subtracting $v_2$ and multiplying by $0.025$ gives $p_2=(0.016667,0.283333,-0.116667,-0.050000)$.

The scalar part of $\bar qr$, and of $q\bar r$, is the dot product of the component lists. Thus $v^\dagger p=3.866667+0.266667=4.133333$ Ha, its other three components vanish, and $\kappa=0.025\cdot4.133333/2=0.051667$ Ha$^{-1}$. Subtracting $\kappa v$ gives $w_1=(0.050000,-0.058889,0.045556,0.141111)$ and $w_2=(-0.086667,0.180000,-0.220000,-0.153333)$.

By (3) the new diagonal elements are $S_{\mu\mu}-2\,{\rm Re}(v_\mu\bar w_\mu)$. The dot products are $0.56$ and $-0.56$, so the elements are $2-1.12=0.88$ and $-1+1.12=0.12$, and the trace of the block is kept. The off-diagonal element is $t_{32}=Q_{32}-v_2\bar w_1-w_2\bar v_1$. The same multiplication rules give $v_2\bar w_1=(0.355556,0.026667,0.408889,-0.391111)$ and $w_2\bar v_1=(-0.444444,1.226667,2.008889,-1.191111)$, so that $t_{32}=(1.088889,-1.253333,-1.417778,0.582222)$ Ha. The sum of squared moduli of the block must be conserved: $4+1+2\cdot3=0.88^2+0.12^2+2|t_{32}|^2$ gives $|t_{32}|^2=5.1056$ and $|t_{32}|=2.259557$ Ha. From (2), $t_{21}=-5e=(0,-3.333333,-1.666667,-3.333333)$ Ha. Neither element is real.

The scaling (4) gives $d_2=t_{21}/5=-e$. The product $t_{32}d_2$ is $(-0.920000,0.413333,-1.586667,-1.253333)$, and division by $2.259557$ gives $d_3=(-0.407159,0.182927,-0.702202,-0.554681)$. The real matrix is

$$T=\begin{pmatrix}1&5&0\\5&0.88&2.259557\\0&2.259557&0.12\end{pmatrix}\ {\rm Ha}.$$

Its trace is 2. The principal $2\times2$ minors sum to $(0.88-25)+0.12+(0.1056-5.1056)=-29$, and the determinant is $1\cdot(-5)-25\cdot0.12=-8$, so $\lambda^3-2\lambda^2-29\lambda+8=0$. The roots are $-4.632661$, $0.271469$ and $6.361191$ Ha, and complex diagonalization of the $6\times6$ matrix $\phi(Q)$ returns each of them twice.

## Hydrogen fluoride

The chosen inputs are $R=1.733$ bohr along $z$ (roughly the equilibrium distance), the 6-31G basis with $n=11$, five occupied pairs and $c=137.035999$ au. The one-electron matrix is the X2C Hamiltonian, obtained by decoupling the positive-energy solutions of the one-electron Dirac matrix, with its spin–orbit part. The storage is $2\cdot121-11=231$ real numbers against $484$. The residual $\max|\phi(h)-h_{\rm X2C}|$ is $1.9\times10^{-11}$ Ha, the rounding level of a construction that handles energies of order $2c^2$. With 50 percent damping of the density the cycle converges in 60 iterations to $E=-100.06447445$ Ha, including $V_{nn}=9/1.733=5.19330641$ Ha. A complex generalized Hartree–Fock calculation with the same Hamiltonian gives the same printed digits. The digits belong to this small basis and are not converged values for the molecule: in cc-pVTZ the energy is $-100.139$ Ha, lower by $0.075$ Ha, and the $\pi$ orbital energies drop by about $0.012$ Ha.

The Frobenius norms of $F'_0,\dots,F'_3$ are $26.610997$, $0.003724$, $0.004134$ and $0.004134$ Ha. The last two are the $y$ and $x$ spin-dependent components, equal by axial symmetry. By (7) these components hold the exchange terms $-\mathcal K_c$ as well as the one-electron spin–orbit matrices, whose norms alone are $0.00263$, $0.00265$ and $0.00265$ Ha. Leaving $\mathcal K_1,\mathcal K_2,\mathcal K_3$ out of the cycle changes the energy by only $4\times10^{-6}$ Ha but lowers the $\pi$ splitting discussed below from $469$ to $351$ cm$^{-1}$. The lowest pairs are listed with $\omega$, the magnitude of the angular momentum projection on the axis, found by diagonalizing $J_z$ within each pair.

| pair | $\varepsilon$ (Ha) | $\omega$ |
|---|---|---|
| 1 | $-26.305722$ | 1/2 |
| 2 | $-1.592479$ | 1/2 |
| 3 | $-0.738810$ | 1/2 |
| 4 | $-0.631859$ | 1/2 |
| 5 | $-0.629723$ | 3/2 |
| 6 (empty) | $0.209507$ | 1/2 |

Pairs 4 and 5 are the $\pi_{1/2}$ and $\pi_{3/2}$ levels. Their splitting is $-0.629723+0.631859=0.002136$ Ha, or $468.7$ cm$^{-1}$ from the unrounded values with 1 Ha $=219474.63$ cm$^{-1}$. This value depends on the basis and rises by about $30$ cm$^{-1}$, to $500$ cm$^{-1}$, in cc-pVTZ. The order agrees with a positive coupling $\xi\,l_zs_z$, for which $l_zs_z=+1/2$ in $\pi_{3/2}$ and $-1/2$ in $\pi_{1/2}$. The size is too large: the fine-structure splitting of the cation is roughly $3\times10^2$ cm$^{-1}$, a rough figure. The model lacks the two-electron spin–orbit terms, which screen the nuclear one, and a difference of orbital energies also ignores relaxation and correlation in the cation; the check does not measure how much of the excess each omission causes.

The off-diagonal elements of $T$ show the symmetry. The ninth is $4.9\times10^{-11}$ Ha, so $T$ splits into blocks of order 9 and 2. No reflector touches index 1, so the first column $U_1$ of $U$ is the first orthogonalized function, a $\sigma$ function built mainly from the innermost $s$ function on fluorine, whose pair has $\omega=1/2$. Column $k$ of $F'U=UT$ reads $U_{k+1}T_{k+1,k}=F'U_k-U_kT_{kk}-U_{k-1}T_{k-1,k}$. Since $F'$ commutes with $J_z$, every column generated in this way stays in the $\omega=1/2$ space until that space is exhausted. The basis has seven $\sigma$ functions (five $s$, two $p_z$) and two $\pi$ shells, each giving one $\omega=1/2$ and one $\omega=3/2$ pair. This makes nine and two pairs, as the $J_z$ analysis finds, and it forces $T_{10,9}=0$. In this run the last block has diagonal $-0.5884$, $1.4486$ and coupling $0.2930$, and (6) gives $0.4301-\sqrt{1.0185^2+0.2930^2}=-0.6297$ Ha, which is pair 5. The three entries themselves are not reproducible. The tenth column of $U$ is built from a column that holds only noise, so rounding picks the basis within the $\omega=3/2$ space, and only the eigenvalues of the block are fixed.

Without spin–orbit coupling the chain would close after the seven $\sigma$ functions. The seventh element is indeed small, $1.479\times10^{-2}$ Ha, and the block of rows 8 and 9 (diagonal $-0.5681$, $1.4236$, coupling $0.3617$) gives by itself $-0.6318$ Ha, close to pair 4. This element is larger than any of the spin–orbit norms, and the ninth is far above machine precision. The recurrence allows such growth: the $\pi$ admixture present at one step is acted on by $F'-T_{kk}$, divided by $T_{k+1,k}$, which is below 1 Ha from the third element on, and carried into the next step. The resulting factor is not computed here. The example shows that elements of $T$ can respond to a perturbation more strongly than the perturbation's norm, whereas eigenvalues cannot. The ninth element is of the same order as the noise found in $h$, although the check does not isolate its source. It is harmless, because the reflection built from such a small column is still unitary: the errors in $U^\dagger U=1$, in $U^\dagger F'U=T$, in the eigenvalues and in the residual are $1.1$, $1.8$, $7.1$ and $3.6\times10^{-15}$. A small column should thus be reflected like any other, and only an exact zero or an underflow needs a guard.

## The numerical check

The numerical check tests the product rule symbolically and on random rectangular matrices, finds the parameter count for $n=3$ as the rank of a set of random time-even matrices, and shows the failure of the map with the Zeeman term. It compares the update (3) with the explicit product $PSP$ in complex arithmetic. For the $3\times3$ case, a random case with $n=40$ and the HF Fock matrix, it verifies from the complex images that $U$ is unitary, that $U^\dagger QU=T$, that the spectrum equals that of a complex eigensolver, and that $K$ applied to each spinor gives an orthogonal eigenvector. For $n=40$ the errors in unitarity, in $U^\dagger QU=T$, in the eigenvalues and in the residual are $1.8\times10^{-15}$, $5.3\times10^{-15}$, $3.2\times10^{-14}$ and $3.8\times10^{-15}$. The quaternion multiplications are counted while the reduction runs and compared with the closed form, while the complex count is the sum of $8M^2$ and is not measured. The SCF energy and orbital energies from (7) and (8) are compared with a complex generalized Hartree–Fock code that shares only the integrals, the one-electron matrix and the starting density.

## Computed values

```
n=3: real parameters, time-even 15, general Hermitian 36
3x3 example (Hartree): Q11,Q22,Q33 = 1 2 -1
Q21 = (0.000000, 2.000000, 1.000000, 2.000000)
Q31 = (2.000000, 2.000000, 2.000000, 2.000000)
Q32 = (1.000000, 0.000000, 1.000000, -1.000000)
|x1| = 3.000000 Ha, |x| = 5.000000 Ha, beta = 0.025000 Ha^-2
e = (0.000000, 0.666667, 0.333333, 0.666667)
v1 [Ha] = (0.000000, 5.333333, 2.666667, 5.333333)
v2 [Ha] = (2.000000, 2.000000, 2.000000, 2.000000)
p1 [1] = (0.050000, 0.216667, 0.183333, 0.416667)
p2 [1] = (0.016667, 0.283333, -0.116667, -0.050000)
w1 [1] = (0.050000, -0.058889, 0.045556, 0.141111)
w2 [1] = (-0.086667, 0.180000, -0.220000, -0.153333)
v^+p [Ha] = (4.133333, 0.000000, 0.000000, 0.000000)  kappa = 0.051667 Ha^-1
t21 [Ha] = (0.000000, -3.333333, -1.666667, -3.333333)
t32 [Ha] = (1.088889, -1.253333, -1.417778, 0.582222)
d2 = (0.000000, -0.666667, -0.333333, -0.666667)
d3 = (-0.407159, 0.182927, -0.702202, -0.554681)
T diagonal [Ha]: 1.000000 0.880000 0.120000 ; off-diagonal [Ha]: 5.000000 2.259557
eigenvalues of T [Ha]: -4.632661 0.271469 6.361191
eigenvalues of 6x6 H [Ha]: -4.632661 -4.632661 0.271469 0.271469 6.361191 6.361191
n=40 errors (U unitary, U+QU=T, eigenvalues, residual): 1.8e-15 5.3e-15 3.2e-14 3.8e-15
n=40 real mults: quaternion 657248, complex 1339832, ratio 2.0385
with Zeeman term 0.01 sigma_z Ha: max|phi(Q)-H| = 0.0200 Ha
HF: R = 1.733 bohr, 6-31G, n = 11, occupied pairs = 5, c = 137.035999 au
real parameters: quaternion 231, complex 484
max|phi(h)-h_X2C| = 1.9e-11 Ha; damped SCF iterations = 60
Frobenius norms F'0..F'3 [Ha]: 26.610997 0.003724 0.004134 0.004134
T diagonal 1-6 [Ha]: -25.7515 -1.6830 1.2330 0.2183 0.5200 0.5755
T diagonal 7-11 [Ha]: 1.1737 -0.5681 1.4236 -0.5884 1.4486
T off-diag 1-5 [Ha]: 3.691e+00 1.092e+00 6.705e-01 8.002e-01 8.006e-01
T off-diag 6-10 [Ha]: 3.929e-01 1.479e-02 3.617e-01 4.899e-11 2.930e-01
errors (U unitary, U+QU=T, eigenvalues, residual): 1.1e-15 1.8e-15 7.1e-15 3.6e-15
V_nn = 5.19330641 Ha
E quaternion = -100.06447445 Ha, E complex GHF = -100.06447445 Ha
pair 1: eps = -26.305722 Ha, omega = 0.5000
pair 2: eps = -1.592479 Ha, omega = 0.5000
pair 3: eps = -0.738810 Ha, omega = 0.5000
pair 4: eps = -0.631859 Ha, omega = 0.5000
pair 5: eps = -0.629723 Ha, omega = 1.5000
pair 6: eps = 0.209507 Ha, omega = 0.5000
pairs with omega=1/2: 9, omega=3/2: 2
pi splitting eps5-eps4 = 0.002136 Ha = 468.7 cm^-1 (1 Ha = 219474.63 cm^-1)
```
